# Half charges in dissociated H2+ within exchange-only LSDA

Two protons, A and B, are held a distance $R$ apart and share one electron. Hartree atomic units are used: energies in hartree, lengths in bohr. The energy is approximated by

$$E=T+V+\frac1R+U[n]+E_x[n],$$

where $T$ is the kinetic energy of the occupied orbital, $V$ its attraction to both protons, and

$$U[n]=\frac12\iint\frac{n(\mathbf r)\,n(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'$$

the Hartree energy. $E_x$ is the exchange energy in the local spin density approximation (LSDA). Correlation is left out.

The orbitals are frozen: they are built from the hydrogen functions $a=e^{-r_A}/\sqrt\pi$ and $b=e^{-r_B}/\sqrt\pi$, whatever charge each site carries. For a fraction $f$ of the electron on A,

$$\psi=\frac{\sqrt f\,a+\sqrt{1-f}\,b}{\sqrt{1+2\sqrt{f(1-f)}\,S}},\qquad S=\int ab\,d^3r .$$

The integer state has $f=1$ (a hydrogen atom and a bare proton). The half-charge state has $f=\tfrac12$, which is the gerade orbital. Both are evaluated with the same approximate functional.

## Part (a): the two energies of the 1s density

**Question.** For $n_1=e^{-2r}/\pi$, find the Hartree energy $J=U[n_1]$ and $K=-E_x[n_1]$. Derive the LSDA exchange energy of a fully spin-polarized density, starting from

$$E_x=-\frac12\iint\frac{|\rho(\mathbf r,\mathbf r')|^2}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r',$$

where $\rho(\mathbf r,\mathbf r')=\sum_i\phi_i(\mathbf r)\phi_i^*(\mathbf r')$ runs over the occupied orbitals of one spin.

**Answer.** The charge inside radius $r$ is

$$Q(r)=\int_0^r4s^2e^{-2s}ds=1-e^{-2r}(1+2r+2r^2).$$

The factor $\tfrac12$ in $U$ lets each pair of shells be counted once. A shell at $r$ then interacts with the charge inside it as if that charge were at the centre:

$$J=\int_0^\infty4r^2e^{-2r}\,\frac{Q(r)}{r}\,dr
=4\int_0^\infty\left[re^{-2r}-(r+2r^2+2r^3)e^{-4r}\right]dr .$$

With $\int_0^\infty r^me^{-cr}dr=m!/c^{m+1}$,

$$J=4\left[\frac14-\frac1{16}-\frac{4}{64}-\frac{12}{256}\right]=4\cdot\frac5{64}=\frac5{16}.$$

For exchange, take a uniform gas of one spin with plane waves filled up to $k_F$. Its density is $n=k_F^3/(6\pi^2)$. With $s=|\mathbf r-\mathbf r'|$ and $x=k_Fs$,

$$\rho(s)=\int_{k<k_F}\frac{d^3k}{(2\pi)^3}e^{i\mathbf k\cdot\mathbf s}
=\frac{\sin x-x\cos x}{2\pi^2s^3}=3n\,\frac{j_1(x)}x,
\qquad j_1=\frac{\sin x-x\cos x}{x^2}.$$

The exchange energy per electron is therefore

$$\varepsilon_x=-\frac1{2n}\int_0^\infty4\pi s^2\,\frac{9n^2j_1^2}{x^2\,s}\,ds
=-\frac{18\pi n}{k_F^2}\int_0^\infty\frac{j_1^2}x\,dx .$$

Let $j_0=\sin x/x$. Then $j_0'=-j_1$ and $j_1'=j_0-2j_1/x$, so $(j_0^2+j_1^2)'=-4j_1^2/x$. The sum $j_0^2+j_1^2$ falls from 1 at $x=0$ to 0 at infinity, and the last integral is $\tfrac14$. Inserting $n=k_F^3/(6\pi^2)$ gives

$$\varepsilon_x=-\frac{9\pi}{2k_F^2}\cdot\frac{k_F^3}{6\pi^2}=-\frac{3k_F}{4\pi},\qquad k_F=(6\pi^2n)^{1/3}.$$

LSDA uses this value at the local density. Since $(6\pi^2)^{1/3}/\pi=(6/\pi)^{1/3}$,

$$E_x[n]=-\frac34\left(\frac6\pi\right)^{1/3}\int n^{4/3}d^3r .$$

For the 1s density,

$$\int n_1^{4/3}d^3r=\frac{4\pi}{\pi^{4/3}}\int_0^\infty r^2e^{-8r/3}dr
=\frac4{\pi^{1/3}}\cdot2\left(\frac38\right)^3=\frac{27}{64\,\pi^{1/3}},$$

$$K=\frac{81}{256}\,6^{1/3}\pi^{-2/3}=0.26804,\qquad J=0.31250 .$$

Direct radial quadrature confirms both numbers. LSDA exchange thus cancels most, but not all, of the electron's Hartree repulsion with itself.

## Part (b): what survives at large separation

**Question.** Show that overlap effects are exponentially small, and find the large-$R$ limit of the one-electron part $T+V+1/R$ for any $f$.

**Answer.** The product $ab=e^{-(r_A+r_B)}/\pi$ is constant on ellipsoids $r_A+r_B=t$, with $t\ge R$. Such an ellipsoid has semi-axes $t/2$, $\sqrt{t^2-R^2}/2$ and $\sqrt{t^2-R^2}/2$, so its volume is $\pi t(t^2-R^2)/6$. Hence

$$S=\frac16\int_R^\infty e^{-t}(3t^2-R^2)\,dt=e^{-R}\left(1+R+\frac{R^2}3\right).$$

The one-electron cross terms contain $S$, or $ab$ weighted with $1/r_A$ or $1/r_B$. Within 1 bohr of the proton concerned, the weight is integrable and $ab\le e^{-R}/\pi$; farther out the weight is below 1, so that region contributes at most $S$. These terms are therefore exponentially small too. In the Hartree energy, $ab\le(a^2+b^2)/2$ shows that all the potentials involved are bounded. Every term containing $ab$ is then at most a constant times $S$.

For exchange, consider the half-space nearer A. There $n$ differs from $fa^2$ by terms in $b^2$, $ab$ and $S$, whose integrals over that half-space are exponentially small. Since $n^{4/3}$ has the bounded derivative $\tfrac43n^{1/3}$, its integral changes by an exponentially small amount. The same holds near B.

A 1s charge cloud acts on a distant unit charge through its enclosed charge and the shells outside $R$:

$$\frac{Q(R)}R+\int_R^\infty4re^{-2r}dr=\frac1R-e^{-2R}\left(1+\frac1R\right).$$

It therefore looks like a point charge, up to exponentially small terms. Each site contributes its share of the hydrogen energy $-\tfrac12$, and each fraction is attracted by the other proton:

$$T+V+\frac1R\simeq-\frac f2-\frac{1-f}2-\frac fR-\frac{1-f}R+\frac1R=-\frac12 .$$

Here and below, $\simeq$ means that exponentially small terms are dropped. The one-electron part does not distinguish between the splits. The value computed in a Gaussian basis for half charges at $R=20$ bohr is $-0.499999$ hartree; the last digit is basis error, and exact 1s functions give $-0.500000$.

## Part (c): half charges against the integer state

**Question.** Find $E(f,R)$ at large $R$. From it obtain the energy difference between the half-charge and integer states, the way the half-charge energy approaches its limit, and the numerical values.

**Answer.** The density is $n\simeq fa^2+(1-f)b^2$. The Hartree energy is quadratic in the density. Its cross term appears twice, which cancels the factor $\tfrac12$:

$$U\simeq J\left[f^2+(1-f)^2\right]+\frac{f(1-f)}R .$$

Exchange is a local integral, so the two pieces add without any interaction:

$$E_x\simeq-K\left[f^{4/3}+(1-f)^{4/3}\right].$$

Altogether,

$$E(f,R)\simeq-\frac12+J\left[f^2+(1-f)^2\right]-K\left[f^{4/3}+(1-f)^{4/3}\right]+\frac{f(1-f)}R .$$

For the integer state, $f=1$ and

$$E_{\rm int}\simeq-\frac12+J-K=-0.5000+0.3125-0.2680=-0.4555\ \text{hartree},$$

with no $1/R$ term. For $f=\tfrac12$, the brackets are $2\cdot\tfrac14=\tfrac12$ and $2\cdot2^{-4/3}=2^{-1/3}$:

$$E_{\rm half}(R)\simeq-\frac12+\frac J2-2^{-1/3}K+\frac1{4R}.$$

Its limit is $-0.5000+0.15625-0.21274=-0.5565$ hartree. Subtraction gives

$$E_{\rm half}(R)-E_{\rm int}\simeq-\frac J2+K\left(1-2^{-1/3}\right)+\frac1{4R},$$

whose constant part is

$$-0.15625+0.05530=-0.1010\ \text{hartree}=-2.75\ \text{eV}.$$

The half-charge state ends 0.101 hartree below the integer state. The tail $+1/(4R)$ is positive, so the limit is approached from above.

Energies computed with Gaussian integrals and a numerical exchange grid, without the separated-density formula, give:

| $R$ (bohr) | $E_{\rm half}$ minus its limit (hartree) | $1/(4R)$ |
|---:|---:|---:|
| 12 | 0.020806 | 0.020833 |
| 20 | 0.012501 | 0.012500 |
| 40 | 0.006251 | 0.006250 |

The power of $R$ found between 20 and 40 bohr is $-1.0000$. The entries carry a basis error of about $10^{-6}$ hartree; exact 1s functions give 0.020805, 0.012500 and 0.006250. The deviation at 12 bohr, about $-3\times10^{-5}$ hartree, is the neglected overlap ($S$ is about $4\times10^{-4}$ there). It is a partial cancellation of about $-5$, $-6$ and $+8\times10^{-5}$ hartree from the one-electron, Hartree and exchange parts.

## Part (d): is the equal split the lowest?

**Question.** For $R\to\infty$, determine which $f$ gives the lowest energy. Check the formula for an unequal split.

**Answer.** Relative to the integer state, and using $f^2+(1-f)^2-1=-2f(1-f)$,

$$D(f)=-2Jf(1-f)+K\left[1-f^{4/3}-(1-f)^{4/3}\right].$$

This is symmetric about $f=\tfrac12$, so $0<f<\tfrac12$ is enough. The derivative is

$$D'(f)=-2J(1-2f)+\frac{4K}3\left[(1-f)^{1/3}-f^{1/3}\right].$$

Put $u=(1-f)^{1/3}$ and $v=f^{1/3}$. Then

$$1-2f=u^3-v^3=(u-v)(u^2+uv+v^2).$$

Since $u$ and $v$ lie between 0 and 1, $u^2+v^2\ge u^3+v^3=1$. The last factor is therefore at least 1, and $u-v\le1-2f$. Consequently

$$D'(f)\le(1-2f)\left(\frac{4K}3-2J\right)<0,$$

because $4K/3=0.357$ is smaller than $2J=0.625$. The energy falls all the way from $f=0$ to $f=\tfrac12$, so the equal split is the minimum within this family of frozen states.

For $f=\tfrac14$ the formula gives $D=-0.07401$ hartree. At $R=20$ bohr the interaction adds $\tfrac14\cdot\tfrac34/20=0.00938$, for a total of $-0.06463$ hartree. The separate molecular calculation gives $-0.06463$ as well.

## Part (e): where the error comes from

**Question.** What do the gap and the tail become if LSDA exchange is replaced by the exact expression quoted in part (a)? Interpret the LSDA result.

**Answer.** With one occupied orbital, $\rho(\mathbf r,\mathbf r')=\psi(\mathbf r)\psi^*(\mathbf r')$ and $|\rho|^2=n(\mathbf r)n(\mathbf r')$. Exact exchange is then $-U[n]$, for any $f$ and $R$. It removes the whole Hartree energy, including $f(1-f)/R$. What remains is the one-electron part, whose limit is $-\tfrac12$ for every split. Both the gap and the $1/(4R)$ tail are therefore errors of the approximate functional.

Relative to $-\tfrac12$, the LSDA errors have opposite signs:

$$J-K=+0.0445,\qquad \frac J2-2^{-1/3}K=-0.0565\ \text{hartree}.$$

On a site with charge $q$ the Hartree energy scales as $q^2$, but LSDA exchange scales as $q^{4/3}$. Placing half of the electron on each of two sites, instead of all of it on one, halves the total self-repulsion, while exchange keeps a factor $2^{-1/3}\approx0.79$. Exchange is slightly too weak for the whole electron and too strong for the two halves.

The tail has a different cause. The two half clouds repel each other in $U$, although they belong to the same electron. The exact cancelling term couples points a distance $R$ apart, and a functional that integrates a function of the local density has no such coupling between separated pieces.

## Part (f): does freezing the orbitals matter?

**Question.** Let an isolated atom with charge $q$ have the density $qz^3e^{-2zr}/\pi$, with $z$ free. Find the best $z$ and the relaxed gap. How does relaxation affect the tail?

**Answer.** Shrinking all lengths by $z$ multiplies the kinetic energy by $z^2$ and both Coulomb energies by $z$. For exchange, $(z^3)^{4/3}=z^4$ from the density and $z^{-3}$ from the volume element leave one factor $z$. At $z=1$ the kinetic and nuclear energies per electron are $\tfrac12$ and $-1$, so

$$E(q,z)=\frac{qz^2}2-qz+q^2Jz-q^{4/3}Kz .$$

Setting $\partial E/\partial z=0$ and dividing by $q$,

$$z_q=1-qJ+q^{1/3}K .$$

In terms of $z_q$ the energy is $E=q(z^2/2-z_qz)$, with minimum $-qz_q^2/2$. The gain over $z=1$ is

$$q\left(\frac12-z_q\right)+\frac{qz_q^2}2=\frac q2(z_q-1)^2 .$$

For $q=1$, $z_1=0.9555$: net self-repulsion expands the cloud, and the energy is $-0.45653$ hartree. For $q=\tfrac12$, $z_{1/2}=1.0565$: exchange outweighs repulsion and contracts the cloud. Two such atoms have $2(-0.279044)=-0.55809$ hartree. The gap becomes $-0.1016$ hartree. It hardly moves because the gains are quadratic in small changes of $z$, and they partly cancel in the difference.

Self-consistent atoms in a finite Gaussian basis give $-0.45708$ for the whole electron and $-0.55814$ for two half-charged atoms, a gap of $-0.10106$ hartree. The frozen value differs from this by about $10^{-4}$ hartree.

At finite $R$, each half-charged site feels the net charge $+\tfrac12$ of the other, hence a field of about $1/(2R^2)$. The induced dipole energy is quadratic in the field, so relaxation adds a term of order $R^{-4}$. The leading $1/(4R)$ is unchanged. At $R=20$ bohr the self-consistent energy lies about $2\times10^{-6}$ hartree below its limit plus $1/(4R)$ in this basis and grid. With more p functions and a finer grid the remainder is $-3.0\times10^{-6}$ hartree. This matches the induced-dipole energy of two sites, $-2\cdot\tfrac12\alpha\,[1/(2R^2)]^2=-\alpha/(4R^4)$, with the polarizability $\alpha\approx1.9$ bohr$^3$ of the half-charged atom.

## Part (g): reading the binding curve

**Question.** Self-consistent gerade energies of H$_2^+$ in this approximation, computed in the finite Gaussian basis of part (f), are $-0.56065$, $-0.52647$, $-0.52432$, $-0.52563$ and $-0.54564$ hartree at $R=2$, 5, 6, 7 and 20 bohr. What do they show about dissociation?

**Answer.** These energies are converged in the basis only to about $10^{-4}$ hartree: adding further p and d functions lowers them by $1.4\times10^{-4}$ hartree at 2 bohr and by about $1\times10^{-4}$ at 5 to 7 bohr, and leaves the value at 20 bohr unchanged. The conclusions below are not affected. The energy at 6 bohr is higher than at 5 and 7 bohr, so the curve has a local maximum between these separations. Beyond it the energy falls towards $-0.5581$ hartree. The tail $1/(4R)$ corresponds to a force $-dE/dR=+1/(4R^2)$, which pushes the fragments apart. By part (e), this long-range repulsion is spurious.

The energy needed to separate the fragments depends strongly on the chosen end point. Seen from $R=2$ bohr, the half-charge limit lies only about 0.003 hartree higher, while a separately calculated hydrogen atom plus a proton lies about 0.104 hartree higher. The first number is a small difference, and it changes noticeably with the starting separation. It is not the depth of the well: the minimum of this curve lies near 2.2 bohr, about 0.004 hartree below the half-charge limit. For the true energy the two end points coincide.

Approach from above is a statement about large $R$: at 2 bohr the energy is already below the half-charge limit. The value 0.101 hartree also belongs to exchange-only LSDA; a correlation functional, or exchange that depends on density gradients, changes it, here by a few percent: the frozen gap is 0.099 hartree with PW92 correlation added, 0.105 with B88 exchange and 0.102 with PBE. The numerical output lists the full set of separations and energies.

## Calculated quantities

```
J, Hartree energy of 1s: 0.312500 hartree
J from quadrature: 0.312500 hartree
K, minus LSDA exchange of 1s: 0.268037 hartree
K from quadrature: 0.268037 hartree
Integer energy, frozen: -0.455537 hartree
Half-charge limit, frozen: -0.556492 hartree
Hartree part of gap: -0.156250 hartree
Exchange part of gap: 0.055296 hartree
Frozen gap: -0.100954 hartree = -2.747 eV
Fraction f at lowest energy: 0.500
Gap formula at f=0.25, R infinite: -0.074009 hartree
Computed gap at f=0.25, R=20 bohr: -0.064634 hartree
Frozen half charges: R (bohr), E, E-limit, 1/(4R) (hartree)
  12  -0.535685  0.020806  0.020833
  16  -0.540868  0.015624  0.015625
  20  -0.543990  0.012501  0.012500
  30  -0.548157  0.008334  0.008333
  40  -0.550241  0.006251  0.006250
Power of R in tail, 20 to 40 bohr: -1.0000
Frozen parts at R=20 bohr (hartree):
  one-electron plus proton repulsion: -0.499999
  Hartree: 0.168750
  LSDA exchange: -0.212740
Integer energy computed at R=20 bohr: -0.455536 hartree
One exponent, q=1.0: z=0.95554 1/bohr, E=-0.456526 hartree
One exponent, q=0.5: z=1.05649 1/bohr, E=-0.279044 hartree
Gap with relaxed exponent: -0.101561 hartree
Self-consistent atom, q=1: -0.457078 hartree
Self-consistent atom, q=0.5: -0.279069 hartree
Self-consistent half-charge limit: -0.558138 hartree
Self-consistent gap: -0.101060 hartree
Self-consistent H2+: R (bohr), E (hartree)
   2  -0.56065
   3  -0.55206
   4  -0.53527
   5  -0.52647
   6  -0.52432
   7  -0.52563
   8  -0.52818
  12  -0.53735
  20  -0.54564
Highest sampled point: R=6 bohr
Relaxed E-limit-1/(4R) at R=20 bohr: -2.1e-06 hartree
```
